\section*{Does a flat, double-coated wafer have unstressed films?}

\section{The argument under review}

The submission reports a silicon wafer carrying the same oxide film on both faces. The wafer is flat, and the argument runs as follows: ``A stressed film bends its substrate. Stoney's formula makes the curvature proportional to the film stress. Our curvature is zero, so the stress is zero. Had there been any stress, the wafer would have bent to relieve it.''

The first sentence is sound for a film on one face. The other steps need examination. What does curvature measure when there are two films? How much stress can bending relieve? Both questions can be answered from the balance of forces and moments through the thickness.

\section{Strain, stress and balance}

Take a free circular wafer, flat before coating and much wider than it is thick, with uniform, linear elastic, perfectly bonded layers. Thickness is $h$, and subscripts $s$ and $f$ denote wafer and film. Height $z$ is measured upwards from the wafer midplane. Deflections are small, and the points considered lie away from the rim.

If the in-plane strain is equal in all directions and varies linearly with height, the radial displacement is $u_r=r(e_0+\kappa z)$. Both the radial strain $\partial u_r/\partial r$ and the hoop strain $u_r/r$ are then
\begin{equation}
\varepsilon(z)=e_0+\kappa z .
\end{equation}
Zero shear strain requires $\partial u_z/\partial r=-\partial u_r/\partial z=-\kappa r$, so the midplane has the shape $u_z=-\kappa r^2/2$. Positive $\kappa$ is therefore a dome towards the top face. Over a diameter $D$ the bow is $\kappa(D/2)^2/2=\kappa D^2/8$.

Let $e$ be the strain a film would adopt if it were detached, relative to the stress-free wafer. Only the difference $\varepsilon-e$ causes stress. The faces are free, so the stress normal to them vanishes. For an isotropic layer with equal in-plane stresses $\sigma$, Hooke's law gives $\varepsilon-e=(\sigma-\nu\sigma)/E$, hence
\begin{equation}
\sigma=M(\varepsilon-e),\qquad M=\frac{E}{1-\nu}.
\end{equation}
Tension is positive, so a film with $e>0$, which wants to be larger than the wafer, is compressed. For a cubic (100) wafer, zero normal stress means $C_{11}\varepsilon_z+2C_{12}\varepsilon=0$. Inserting this $\varepsilon_z$ in $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z$ gives $M_s=C_{11}+C_{12}-2C_{12}^2/C_{11}$.

Each of the two in-plane directions contributes $\sigma(\varepsilon-e)/2$ to the energy density. The energy per area is thus
\begin{equation}
U=\int M(\varepsilon-e)^2\,dz .
\end{equation}
The free wafer chooses $e_0$ and $\kappa$ to minimise $U$. Setting the two derivatives to zero, and dividing by 2, gives
\begin{equation}
\int\sigma\,dz=0,\qquad \int\sigma z\,dz=0 . \label{balance}
\end{equation}
These are zero net force and zero net moment. Neither demands zero stress at each height. The relations contain no physical constant and hold in atomic units or any other consistent units.

\section{The same film on both faces}

Written out, the moment condition is
\begin{equation}
e_0\int Mz\,dz+\kappa\int Mz^2\,dz=\int Mez\,dz .
\end{equation}
With identical coatings, $M(z)$ and $e(z)$ are even in $z$. The first and last integrals have odd integrands and vanish. Since $\int Mz^2dz>0$, it follows that $\kappa=0$, whatever the value of $e$.

The force condition then fixes the common strain:
\begin{equation}
M_sh_se_0+2M_fh_f(e_0-e)=0 .
\end{equation}
With the stiffness ratio $r_m=M_fh_f/(M_sh_s)$, division by $M_sh_s$ gives $e_0(1+2r_m)=2r_me$. Therefore
\begin{align}
\sigma_f&=M_f(e_0-e)=M_fe\,\frac{2r_m-(1+2r_m)}{1+2r_m}
=-\frac{M_fe}{1+2r_m}, \label{two}\\
\sigma_s&=M_se_0=\frac{2M_fh_fe}{h_s(1+2r_m)}=-\frac{2h_f}{h_s}\,\sigma_f .
\end{align}
The value $-M_fe$ is the fully constrained stress, which a film would have on a wafer that could not deform. For thin films $r_m\ll1$, and each film keeps nearly all of it. The wafer balances the force of both films with a small stress of opposite sign, because it is thick. In the opposite limit $r_m\gg1$ the films impose their own size on the wafer: each film keeps only the small fraction $1/(1+2r_m)$ of its constrained stress, and $\sigma_s$ tends to $M_se$. That the films keep nearly all of their constrained stress is thus a thin-film result.

The reason for the flatness is now visible. Define the line force $F=\sigma_fh_f$. The film centres lie at $z=\pm(h_s+h_f)/2$, so their moments about the midplane are
\begin{equation}
\pm\tfrac12F(h_s+h_f).
\end{equation}
They cancel. The forces themselves have the same sign and add.

\section{Removing the back film}

Stoney's formula belongs to a different configuration, with a film on the top face alone. Now $F$ denotes the line force of that film. Force balance gives $M_sh_se_0=-F$. For the moments, put $z=c+\zeta$ inside the film, with $c=(h_s+h_f)/2$. The stress there is its mean $F/h_f$ plus $M_f\kappa\zeta$, so the film moment is $Fc+M_f\kappa h_f^3/12$. The wafer contributes $M_s\kappa h_s^3/12$. Setting the sum to zero,
\begin{equation}
\kappa=-\frac{12Fc}{M_sh_s^3+M_fh_f^3}
=-\frac{6F(h_s+h_f)}{M_sh_s^3+M_fh_f^3}. \label{kone}
\end{equation}
A compressive film ($F<0$) makes a dome towards itself, as it should.

The mean film stress obeys $F/h_f=M_f(e_0+\kappa c-e)$. Dividing by $M_f$ and inserting $e_0$ and $\kappa$,
\begin{equation}
\frac{F}{M_fh_f}=-\frac{F}{M_sh_s}-\frac{3F(h_s+h_f)^2}{M_sh_s^3+M_fh_f^3}-e .
\end{equation}
Collecting the terms in $F$,
\begin{equation}
F=-e\left[\frac1{M_fh_f}+\frac1{M_sh_s}
+\frac{3(h_s+h_f)^2}{M_sh_s^3+M_fh_f^3}\right]^{-1}. \label{Fone}
\end{equation}
For $h_f\ll h_s$ and $r_m\ll1$ the last term in the bracket becomes $3/(M_sh_s)$. To leading order,
\begin{equation}
\kappa\simeq-\frac{6F}{M_sh_s^2},\qquad
\frac{F}{h_f}\simeq-M_fe(1-4r_m). \label{stoney}
\end{equation}
The first relation is Stoney's formula. In the second, the loss $4r_m$ consists of $r_m$ from in-plane stretch and $3r_m$ from bending. Equation (\ref{two}) gives a loss of $2r_m$ for two films, all from stretch. For thin films, with film and wafer otherwise unchanged, the films on the flat wafer are therefore slightly \emph{more} stressed than the single film on the bowed one.

The wafer stress after stripping is no longer uniform. In the thin-film limit $M_se_0=-F/h_s$ and $M_s\kappa h_s/2=-3F/h_s$. The sum, $-4F/h_s$, acts at the coated face; the difference, $+2F/h_s$, acts at the bare face.

\section{What curvature measures}

For two thin films that need not be alike, with line forces $F_t$ on top and $F_b$ below, both lever arms are nearly $h_s/2$. Moment balance reads $M_sh_s^3\kappa/12+(F_t-F_b)h_s/2\simeq0$, so
\begin{equation}
\kappa\simeq-\frac{6(F_t-F_b)}{M_sh_s^2}. \label{difference}
\end{equation}
Curvature measures a difference of line forces. The submission inserts $\kappa=0$ into (\ref{stoney}), where $F_b$ is absent by assumption; the correct reading is $F_t\simeq F_b$.

Flatness does not even establish equal stresses. Let the back film have half the thickness and twice the free strain, so that the leading line forces agree. Its stress is about twice that of the top film, yet the wafer stays almost flat.

A small bow remains, from two corrections. Both films share the wafer strain $e_0\simeq2r_me$, which gives
\begin{equation}
F_t-F_b=M_fh_f\left[(e_0-e)-\tfrac12(e_0-2e)\right]
=\tfrac12M_fh_fe_0\simeq r_m|F| .
\end{equation}
The lever arms also differ: $F_t(h_s+h_f)-F_b(h_s+h_f/2)\simeq(F_t-F_b)h_s+Fh_f/2$. With $F=-|F|$ the net moment is proportional to $r_m-h_f/(2h_s)$. The residual bow is therefore of size $|r_m-h_f/(2h_s)|$ times the one-film bow.

\section{Would bending relieve the stress?}

The last sentence of the argument treats bending as a release. Since $M(\varepsilon-e)=\sigma$,
\begin{equation}
U=\int\sigma(e_0+\kappa z)\,dz-\int\sigma e\,dz .
\end{equation}
The first integral vanishes by (\ref{balance}), and $e$ is nonzero in the films alone. For $e>0$ this leaves $U=2|F|e$ for two identical films and $U=|F|e$ for one, each with its own $F$.

Now hold the one-sided wafer flat. It may stretch but not bend, so the bending term drops out of (\ref{Fone}) and $|F|=M_fh_fe/(1+r_m)$. The energy is still $|F|e$, because $\kappa=0$ and the net force is zero. On release the thin-film value becomes $M_fh_fe^2/(1+4r_m)$. The released fraction is
\begin{equation}
1-\frac{1+r_m}{1+4r_m}=\frac{3r_m}{1+4r_m}\simeq3r_m .
\end{equation}
For a thin film, bending is a measurable sign of stress but hardly relieves it. A measurable bow needs little strain because the wafer is wide: the deflection grows as $D^2$.

\section{An oxidised silicon wafer}

Consider a (100) wafer $525\,\mu$m thick and 100 mm across, with 1000 nm of thermal oxide on each face, grown at 1273 K and examined at 293 K. Rough typical constants are $C_{11}=166$ GPa and $C_{12}=64$ GPa for silicon, and $E_f=70$ GPa and $\nu_f=0.17$ for the oxide. The mean expansion coefficients are taken as $4.0\times10^{-6}$ and $0.5\times10^{-6}\,\mathrm{K^{-1}}$. On cooling, silicon shrinks more than oxide, so $e$ is positive:
\begin{align}
e&=(4.0-0.5)\times10^{-6}\times980=3.43\times10^{-3},\\
M_s&=166+64-\frac{2\times64^2}{166}=180.7\ \mathrm{GPa},\qquad
M_f=\frac{70}{0.83}=84.3\ \mathrm{GPa},\\
r_m&=\frac{84.3\times1}{180.7\times525}=8.89\times10^{-4}.
\end{align}
The constrained stress $-M_fe$ is $-289.3$ MPa. With both faces coated, (\ref{two}) gives $-288.8$ MPa, or $-1.80\times10^{-3}$ eV/\AA$^3$, a loss of 0.18\%. The wafer is in tension at $2\times288.8/525=1.10$ MPa. Each film pulls or pushes with a line force of size 288.8 N/m, here a push, and exerts a moment of size 0.0759 N\,m per metre. The moments cancel and the calculated bow is zero.

Strip the back film, leaving everything else fixed. The remaining film has $-288.2$ MPa, a loss of 0.36\%. The curvature is $0.0348\,\mathrm{m^{-1}}$, a radius of 28.7 m, and the bow is
\begin{equation}
\frac{0.0348\times0.100^2}{8}\ \mathrm{m}=43.5\ \mu\mathrm{m}.
\end{equation}
The film stress has changed by about 0.5 MPa while the bow has gone from zero to $43.5\,\mu$m. The coated face of the wafer carries $+2.20$ MPa and the bare face $-1.10$ MPa.

The stored energy is 1.98 J/m$^2$ with two films and 0.99 J/m$^2$ with one. The halving comes from removing a film; bending accounts for a release of 0.27\% of the one-film energy, in agreement with $3r_m$.

For the unlike pair of the previous discussion, the top and back stresses are $-289$ and $-578$ MPa. The bow has a size of 2.7 nm. The estimate gives the same: $|8.89-9.52|\times10^{-4}\times43.5\,\mu$m. So small a value is an accident of these materials: the two corrections nearly cancel because $M_f/M_s$ is close to $1/2$. Either one alone would give about 40 nm, still only 0.1\% of the one-film bow.

\section{How far the model can be trusted}

\subsection*{Rim and finite width}

The linear strain profile was assumed. Finite-element calculations without that assumption were made for films one tenth as thick as the wafer. In a long strip whose length is held fixed, zero strain along the length replaces $M$ by $E/(1-\nu^2)$ and $e$ by $(1+\nu_f)e$. The film stresses for one and two films, and the one-film curvature, were tested to agree with the formulas within $10^{-5}$; the printed ratios are 1.0000000.

A disc has a further effect. If $N_r$ and $N_\theta$ are the radial and hoop forces per length, equilibrium requires $d(rN_r)/dr=N_\theta$. Hoop forces in a disturbed rim zone of width $w$ can therefore leave an interior $N_r$ of order $wN_\theta/R$, where $R$ is the disc radius. With no transverse load, the radial and hoop moments per length obey the same relation, so the interior moment balance, and with it the curvature, is also disturbed at order $w/R$. The calculated one-film curvature exceeds the formula by 0.175\% at a radius of 10 wafer thicknesses and by 0.043\% at 40, consistent with a $1/R$ decay. The last digit depends on the mesh at the rim corner: a finer mesh there gives 0.178\% and 0.044\%. The example has a radius of about 95 thicknesses.

At the rim itself a free film edge cannot carry the interior stress. In the smaller disc with two films, departures of the mean radial film stress by more than 5\% from its interior value are confined to the outermost 7 film thicknesses. That width belongs to the test disc and is not carried over to the thinner oxide.

\subsection*{Gravity}

A wafer supported at its rim sags under its weight per area $q=\rho gh_s$. Treat it as an isotropic plate of stiffness $B=E_sh_s^3/[12(1-\nu_s^2)]$, with the $\langle100\rangle$ values $E_s=130.4$ GPa and $\nu_s=0.278$. The regular solution of $B\nabla^4w=q$ is $w=qr^4/(64B)+ar^2+b$. Zero radial moment at $r=R$ means $w''+\nu_sw'/r=0$, so $a=-qR^2(3+\nu_s)/[32B(1+\nu_s)]$. The sag is
\begin{equation}
w(0)-w(R)=-aR^2-\frac{qR^4}{64B}
=\frac{qR^4}{64B}\,\frac{5+\nu_s}{1+\nu_s}.
\end{equation}
For a density of 2330 kg/m$^3$ this is $2.8\,\mu$m, about 6.5\% of the one-film bow. Including the cubic anisotropy of silicon ($C_{44}\approx80$ GPa) lowers the sag by about 2\%. It must be removed from a bow reading taken on such a support.

\subsection*{Large deflection}

A flat disc cannot become a spherical cap without stretching. For $|w|=\kappa r^2/2$ the extra stresses are
\begin{equation}
\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad
\sigma_\theta=\frac{E\kappa^2}{16}(R^2-3r^2).
\end{equation}
They satisfy $(r\sigma_r)'=\sigma_\theta$ and vanish radially at the rim. They also fit the strains $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$, which require $(r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2$. Over the disc, the averages of $(1-r^2/R^2)^2$, $(1-3r^2/R^2)^2$ and their cross product are $1/3$, 1 and 0. The mean stretching energy per area is thus $Eh_s\kappa^4R^4/384$, with derivative $Eh_s\kappa^3R^4/96$. Dividing by the bending derivative $M_sh_s^3\kappa/6$ gives the relative stiffening $(1-\nu_s)\kappa^2R^4/(16h_s^2)$. With the isotropic $\langle100\rangle$ values it is 0.12\%. These stresses are not equal in all directions, so the cubic anisotropy of silicon enters; including it ($C_{44}\approx80$ GPa) gives 0.14\%. This estimate keeps the cap spherical; if the shape is free to adjust, the bow falls by about 0.2\%. The linear bow is adequate in either case.

\subsection*{The real oxide}

Furnace oxidation does coat both faces, and a compressive stress of roughly 0.3 GPa at room temperature is typical of thermal oxide on silicon. The parameters above lie in that regime. The least secure assumption is that all stress arises from elastic cooling from the growth temperature. Hot oxide can flow. If it stopped flowing 100 K lower, the calculated stress would fall by 10\%. An error of $0.3\times10^{-6}\,\mathrm{K^{-1}}$ in the expansion difference changes it by 9\%. Growth stress is omitted; any that remains would be superposed, with its own sign, on the thermal part. These uncertainties far exceed the 0.18\% correction for wafer stretch, which is meaningful as a comparison at fixed inputs. Nor are real coatings perfectly identical: a back film 1\% thinner gives a bow of $0.43\,\mu$m, 1\% of the one-film value, while both films remain near $-289$ MPa. Cracking and delamination lie outside the model, and flatness gives no assurance against either.

\section{What the measurement can support}

If the bare wafer was flat, the reported flatness supports the statement that the two line forces are nearly equal. It does not support the statement that they vanish. Real wafers can have a bow of their own before coating. In the example, an original bow of $10\,\mu$m that the coatings happened to cancel would mean line forces differing by 23\% of that of one film. The bare wafer should therefore be measured first, or only changes in bow used.

The missing quantity can be obtained by removing one film without damaging the wafer or altering the other film, then measuring the change in bow. If the back film is removed, (\ref{difference}) shows that $\kappa$ changes by nearly $-6F_b/(M_sh_s^2)$. The change therefore gives the line force of the film removed; the remaining film has nearly the same line force only if the two were balanced, as they are here. In the example a change of $43.5\,\mu$m means $\kappa=0.0348\,\mathrm{m^{-1}}$, and (\ref{stoney}) returns
\begin{equation}
F\simeq-\frac{(180.7\times10^9)(525\times10^{-6})^2(0.0348)}{6}
\simeq-289\ \mathrm{N/m}.
\end{equation}
Division by the film thickness of $10^{-6}$ m gives $-289$ MPa. Using Stoney's formula in place of (\ref{kone}) changes the inferred line force by 0.2\% here. The elastic constants of the film are not needed for this inference, nor is the origin of its stress; its thickness and the wafer's modulus and thickness suffice. The claim of an unstressed oxide should be withdrawn unless such a measurement shows no change in bow. The numerical output gives the values used in this comment.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
silicon C11, C12: 166, 64 GPa
oxide Young modulus: 70 GPa, Poisson ratio 0.17
mean expansion, silicon: 4.0 1e-6/K
mean expansion, oxide: 0.5 1e-6/K
growth and use temperature: 1273, 293 K
wafer thickness: 525 um, diameter 100 mm
oxide thickness on each face: 1000 nm
silicon density: 2330 kg/m3
DERIVED
wafer biaxial modulus: 180.7 GPa
oxide biaxial modulus: 84.3 GPa
silicon <100> Young: 130.4 GPa, Poisson 0.278
free strain e: 3.430 1e-3
stiffness ratio r: 8.892 1e-4
fully constrained film stress: -289.28 MPa
BOTH FACES COATED
film stress: -288.76 MPa = -1.802e-03 eV/A^3
stress lost to in-plane stretch: 0.178 %
wafer stress: 1.100 MPa
line force size of each film: 288.8 N/m
moment size of each film: 0.0759 N m/m
bow: 0.000 nm
stored energy: 1.981 J/m2
BACK FILM STRIPPED
film stress: -288.25 MPa
stress lost to stretch and bending: 0.355 %
curvature: 0.03480 1/m, radius 28.74 m
bow: 43.50 um
Stoney curvature / full curvature: 0.99810
wafer stress at film face: 2.199 MPa
wafer stress at bare face: -1.101 MPa
stored energy: 0.989 J/m2
energy released by bending: 0.267 %
UNLIKE FILMS: back half as thick, free strain doubled
top film stress: -288.76 MPa
back film stress: -578.04 MPa
bow size: 2.7 nm
FINITE ELEMENTS / FORMULA, film = wafer/10
columns: two-film stress, one-film stress, one-film curvature
strip: 1.0000000 1.0000000 1.0000000
disc, radius 10 wafer thicknesses: 0.99979 0.99962 1.00175
disc, radius 40 wafer thicknesses: 0.99995 0.99991 1.00043
rim zone (5 % change): 7.0 film thicknesses
NEGLECTED EFFECTS
gravity sag on rim support: 2.84 um
large-deflection loss of bow: 0.124 %
bow if back film 1 % thinner: 434 nm
oxide freezes 100 K lower: stress down 10.2 %
expansion error 0.3 1e-6/K: stress off 8.6 %
\end{verbatim}
